\section*{Flux dependence of the second-layer critical radius with strong step-edge barriers}

\section{Problem}

A compact, circular, one-layer island grows on a flat terrace under a steady deposition flux $F$. It collects all atoms landing in a capture area $A_c$ that contains the island itself. Adatoms on top of the island diffuse, and occasionally step down over its edge, where an extra energy barrier slows them. Two adatoms that meet on top form a dimer that never breaks up; this dimer is the nucleus of the second layer.

Define the critical radius $R_c$ as the island radius at which the probability that no second-layer nucleus has yet formed is $1/e$.

\begin{enumerate}
\item Find $R_c$ for a strong but finite edge barrier.
\item By what percentage does $R_c$ change when the flux is doubled at fixed temperature and fixed $A_c$?
\item Evaluate both for $F=0.01$ ML/s, $A_c=1000$ sites, and the mobilities given below, and find when the answer to part 2 fails.
\end{enumerate}

Lengths are in lattice constants and areas in sites, so $F$ is also the number of atoms arriving per site per second. The adatom diffusion coefficient is $D=10^7$ sites/s. Descent is described by an edge-crossing velocity $\kappa=10^3$ lattice constants/s: an adatom density $n$ at the edge gives an outward current $\kappa n$ per unit length. These are round model parameters, not those of a named material.

Evaporation is neglected, and atoms do not climb onto the island from below. The island starts from negligible size at $t=0$.

\section{Solution}

\subsection{How long an adatom stays on top}

The island grows slowly compared with the residence time of an adatom, so its radius $R$ can be held fixed while the adatom density $n(r)$ is found. Before nucleation, deposition balances diffusion:
\begin{equation}
\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0 .
\end{equation}
One integration gives $r\,dn/dr=-Fr^2/(2D)+C$. The density is smooth at the centre, so $C=0$. The outward diffusion current at the edge must equal the descent current:
\begin{equation}
-D\left.\frac{dn}{dr}\right|_{R}=\frac{FR}{2}=\kappa n(R),
\qquad n(R)=\frac{FR}{2\kappa}.
\end{equation}
A second integration, with this edge value, gives
\begin{equation}
n(r)=\frac{F(R^2-r^2)}{4D}+\frac{FR}{2\kappa}.
\end{equation}
The mean number of adatoms on top is therefore
\begin{align}
\bar N&=\int_0^R 2\pi r\,n(r)\,dr\nonumber\\
&=\frac{\pi F}{2D}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)
+\frac{FR}{2\kappa}\,\pi R^2
=\frac{\pi FR^4}{8D}+\frac{\pi FR^3}{2\kappa}.
\end{align}
Atoms arrive on top at the rate $\Phi=\pi R^2F$. In a steady state their mean number is the arrival rate times the mean residence time $\tau$, so
\begin{equation}
\tau=\frac{\bar N}{\Phi}=\frac{R}{2\kappa}+\frac{R^2}{8D}.
\end{equation}
The first term is the wait for a successful descent; the second is the time needed to diffuse to the edge. Their ratio shows that the barrier controls the residence time when $\kappa R/(4D)\ll1$. The density is then nearly uniform, and
\begin{equation}
\tau\simeq\frac{R}{2\kappa},\qquad
\bar N\simeq\frac{\pi FR^3}{2\kappa}.
\label{eq:number}
\end{equation}

\subsection{The dimer formation rate}

Suppose that $\bar N\ll1$. The top is usually empty, and the probability of finding one adatom there is approximately $\bar N=\Phi\tau$. A dimer needs a second atom to arrive while the first is present. Such arrivals occur at the rate $\Phi\bar N$.

The two atoms must also meet before either descends. A pair on an area of order $R^2$ meets in a time of order $R^2\ln R/D$, the logarithm reflecting the search for an atomic-sized target in two dimensions. The first descent from the pair takes about $\tau/2=R/(4\kappa)$. Up to a numerical factor, the condition for nearly certain meeting is thus
\begin{equation}
\frac{\kappa R\ln R}{D}\ll1 .
\label{eq:meet}
\end{equation}
When it holds, the nucleation rate is
\begin{equation}
\omega=\Phi^2\tau
=(\pi R^2F)^2\frac{R}{2\kappa}
=\frac{\pi^2F^2R^5}{2\kappa}.
\label{eq:rate}
\end{equation}
The diffusion coefficient has dropped out. Faster diffusion would make a pair meet sooner, but the meeting is already almost certain; the slow event is the second arrival.

A mean-field estimate gives a different power. With the uniform density $n=FR/(2\kappa)$ and a capture coefficient of one, it reads
\begin{equation}
\omega_{\rm mf}=Dn^2\pi R^2
=\frac{\pi DF^2R^4}{4\kappa^2},
\qquad
\frac{\omega_{\rm mf}}{\omega}
=\frac{D}{2\pi\kappa R}.
\end{equation}
This estimate takes the chance of finding a pair from the square of the mean density, as if pairs were independent of the reaction. In fact a pair disappears into a dimer soon after it is formed. In the present regime the mean-field rate is too large, and its dependence on $R$ is wrong.

\subsection{Growth and the critical radius}

All atoms captured by the island enlarge it, including those that land on top and later descend. The fewer than one, on average, still on top can be neglected in the area balance:
\begin{equation}
\frac{d(\pi R^2)}{dt}=FA_c,
\qquad
dt=\frac{2\pi R\,dR}{FA_c}.
\label{eq:growth}
\end{equation}
Let $S$ be the probability that no nucleus has formed. It obeys $dS/dt=-\omega S$, so $S=e^{-H}$ with
\begin{align}
H(R)&=\int\omega\,dt
=\int_0^R\frac{\pi^2F^2x^5}{2\kappa}
\frac{2\pi x}{FA_c}\,dx\nonumber\\
&=\frac{\pi^3F}{\kappa A_c}\int_0^Rx^6\,dx
=\frac{\pi^3F R^7}{7\kappa A_c}.
\end{align}
The condition $S=1/e$ means $H=1$, and therefore
\begin{equation}
R_c=\left(\frac{7\kappa A_c}{\pi^3F}\right)^{1/7},
\qquad S(R)=\exp\left[-\left(\frac{R}{R_c}\right)^7\right].
\label{eq:rc}
\end{equation}

The nucleation rate contains two powers of $F$: one for each arriving atom. One power cancels because the island passes through each radius in a time proportional to $1/F$. The remaining single power is opposed by seven powers of radius. At fixed $\kappa$ and $A_c$,
\begin{equation}
\frac{R_c(2F)}{R_c(F)}=2^{-1/7}=0.906,
\end{equation}
so doubling the flux lowers the critical radius by 9.4 percent in this limit. The percentage does not depend on choosing $1/e$: a survival probability $s$ is reached at $R=R_c[\ln(1/s)]^{1/7}$, and the factor in brackets is independent of flux.

\section{Numbers for the given island}

Equation (\ref{eq:rc}) gives
\begin{equation}
R_c=\left(\frac{7\times10^3\times1000}
{\pi^3\times0.01}\right)^{1/7}=11.23
\end{equation}
lattice constants at the original flux, and $10.17$ at the doubled flux. Neighbouring islands with equal circular capture areas would touch at about $(A_c/\pi)^{1/2}=17.8$, so with equal capture areas the second layer almost always nucleates before coalescence at either flux.

At the original flux, the island reaches $R_c$ when it covers a fraction $\pi R_c^2/A_c=0.396$ of its capture area, after 39.6 s. At that moment
\begin{align}
\Phi&=\pi(11.23)^2(0.01)=3.96\ {\rm s^{-1}},\nonumber\\
\tau&=\frac{11.23}{2\times10^3}\ {\rm s}=5.62\ {\rm ms},\nonumber\\
\bar N&=\Phi\tau=0.0223,\qquad
\omega=\Phi\bar N=0.088\ {\rm s^{-1}} .
\end{align}
The residence time is far shorter than the growth time, which justifies the steady density at each radius. The diffusive part of $\tau$ is only 0.0016 ms. The combination in (\ref{eq:meet}) is 0.0027, so nearly every pair should meet. The mean-field rate would be too large by a factor of about 142.

The meaning of $\kappa$ can be made microscopic on a square lattice. Each row and each column of a disc ends in two outward bonds. There are about $2R$ rows and $2R$ columns, hence $8R$ bonds. If an atom descends through each bond at rate $h'$, equating the total currents gives $8Rh'n=2\pi R\kappa n$, or $\kappa=4h'/\pi$. The terrace hop rate per bond is $D$ in these units. Thus $h'/D=\pi\kappa/(4D)=7.85\times10^{-5}$. With equal attempt rates at 400 K, this corresponds to an extra barrier $k_BT\ln(D/h')=0.326$ eV.

The rate (\ref{eq:rate}) was compared with a direct solution of the two-adatom hopping problem on lattice discs, in the limit of low flux. That calculation assumes neither a uniform density nor certain meeting. Between radii 8.5 and 12.5 the rate rises as $R^{5.04}$, which supports the fifth power and excludes the mean-field fourth power for this case. On the larger disc the rate is 0.985 of the formula. Missed encounters account for 0.37 percentage points of the difference; the rest comes from the site count. The disc has 489 sites, whereas $\pi R^2=490.9$. With certain meeting, the rate contains the number of sites cubed: two powers from the arrivals and one from the residence time. This lowers it by 1.1 percent. Half-integer radii are favourable, because their bond count is exactly $8R$. A disc of nominal radius 12 has 441 sites and 100 outward bonds instead of 96, which puts the rate at 0.89 of the formula. Comparing a radius of 8 or 9 with one of 12 or 13 gives powers between 4.8 and 5.2.

\section{Correction for more than one adatom}

The leading result assumes $\bar N\ll1$. This condition can be expressed through the answer itself. Equation (\ref{eq:rc}) gives $F/\kappa=7A_c/(\pi^3R_c^7)$, and substitution in (\ref{eq:number}) yields
\begin{equation}
\bar N_c\equiv\bar N(R_c)=\frac{7A_c}{2\pi^2R_c^4}
=\frac{7}{2\theta_c^2A_c},
\qquad \theta_c=\frac{\pi R_c^2}{A_c}.
\end{equation}
For critical coverages of order one half, small capture areas are therefore the dangerous ones.

To find the first correction, let $p_0$ and $p_1$ be the probabilities of no adatom and one adatom on top, both without a nucleus. Treat a second arrival as immediate nucleation. Then
\begin{align}
\dot p_0&=-\Phi p_0+p_1/\tau,\nonumber\\
\dot p_1&=\Phi p_0-(\Phi+1/\tau)p_1 .
\label{eq:master}
\end{align}
Adding these equations gives $\dot S=-\Phi p_1$ for $S=p_0+p_1$. The nucleation rate of a surviving island is consequently $\Phi q$, where $q=p_1/S$. Differentiating this ratio gives
\begin{align}
\dot q&=\frac{\dot p_1}{S}-q\frac{\dot S}{S}
=\Phi(1-q)-\left(\Phi+\frac1\tau\right)q+\Phi q^2\nonumber\\
&=\Phi(1-q)^2-\frac q\tau .
\end{align}
Since $q$ adjusts quickly compared with growth, set $\dot q=0$. Then $q=\Phi\tau(1-q)^2$. With $\bar N=\Phi\tau$, the first two terms are $q=\bar N-2\bar N^2$, so the rate becomes
\begin{equation}
\omega_{\rm corr}=\Phi q\simeq\Phi^2\tau(1-2\bar N).
\end{equation}
Here $\bar N$ still means the value (\ref{eq:number}), calculated without removal by nucleation. The correction is negative because nucleation removes islands that hold an adatom from the surviving set, and because an occupied island is not also waiting for its first atom.

Write $x=R/R_c$. At fixed flux $\bar N=\bar N_cx^3$, while the uncorrected hazard is $x^7$. The corrected hazard is
\begin{equation}
H=\int_0^x7y^6(1-2\bar N_cy^3)\,dy
=x^7-\frac{7}{5}\bar N_cx^{10}.
\end{equation}
Put $x=1+\delta$ and require $H=1$. To first order, $7\delta-(7/5)\bar N_c=0$, so $\delta=\bar N_c/5$.

At the original flux the correction raises the radius from 11.234 to
\begin{equation}
11.234\left(1+\frac{0.0223}{5}\right)=11.284 .
\end{equation}
At the doubled flux $\bar N_c=0.0331$, and the same step raises 10.175 to 10.242. Numerical integration of (\ref{eq:master}) along the growth path gives the same two values to these digits. The drop is then
\begin{equation}
1-\frac{10.242}{11.284}=0.092,
\end{equation}
or 9.2 percent instead of 9.4 percent. The difference arises because the higher flux has the larger adatom number, and hence the larger upward correction. These digits belong to the smooth growth law (\ref{eq:growth}). One atom more or less among the 396 in the island moves $R_c$ by a fraction $1/(2\times396)$, about 0.014 lattice constants, and terms of that size were neglected. For an island built atom by atom, the radii are therefore uncertain by about 0.01 and the drop by a few hundredths of a percentage point: it lies between 9.2 and 9.3 percent.

\section{A few cases}

The table compares integration of (\ref{eq:master}) with the closed formula for each case, which is (\ref{eq:rc}) or the result derived in the matching subsection below. Except where a row says otherwise, the parameters are those of the problem. Each entry is the percentage reduction of the critical radius relative to its value at the original flux. In the integrated column that value is 11.284, and the flux is switched at the stated fraction of it.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Formula & Integrated\\
\hline
Given island & 9.4 & 9.2\\
$A_c=10^5$, $\kappa=10^6$ & 9.4 & 9.4\\
Infinite barrier & 0 & 0\\
Flux doubled at $0.5R_c$ & 9.3 & 9.1\\
Flux doubled at $0.8R_c$ & 6.9 & 6.7\\
$A_c\propto F^{-1/3}$ & 12.4 & 12.2\\
\hline
\end{tabular}
\end{center}

The second row only checks the small-$\bar N$ limit of the integration, with meeting taken as certain; for such an island condition (\ref{eq:meet}) would require a much larger $D$ than the one given. The rows below it change the physical situation.

\subsection{Infinite barrier}

If $\kappa=0$, the first adatom waits on top until a second arrives. The limit $\bar N\ll1$ has then been lost, and (\ref{eq:rc}) cannot be used by setting $\kappa=0$. The number of arrivals on top is a Poisson variable with mean
\begin{equation}
\mu=\int\Phi\,dt
=\int_0^R\pi Fx^2\frac{2\pi x}{FA_c}\,dx
=\frac{\pi^2R^4}{2A_c}.
\end{equation}
No nucleus exists if there have been zero arrivals or one arrival. Hence
\begin{equation}
S=e^{-\mu}+\mu e^{-\mu}=(1+\mu)e^{-\mu}.
\end{equation}
The flux has cancelled: it sets how fast atoms arrive and how fast the island grows, but not how many arrive by a given radius. With the growth law (\ref{eq:growth}) the critical radius is 4.57 lattice constants at either flux. That law slightly overstates the growth here, because atoms on top no longer descend to the edge. Counting only atoms that land beside the island, $d(\pi R^2)/dt=F(A_c-\pi R^2)$, lowers the radius by about one percent and leaves it independent of flux. The flux dependence of the finite-barrier case comes from the competition between the next arrival and descent.

\subsection{Flux doubled during growth}

Fixed $A_c$ can be arranged by nucleating the islands at one flux and changing the flux afterwards, provided that no new first-layer islands form. Suppose that the change occurs at radius $R_0<R_c$. The hazard per increase of radius is proportional to $F$, so the new critical radius $R_c'$ satisfies
\begin{equation}
\left(\frac{R_0}{R_c}\right)^7
+2\,\frac{R_c'^7-R_0^7}{R_c^7}=1 .
\end{equation}
Solving for $R_c'$ gives
\begin{equation}
\frac{R_c'}{R_c}=
\left[\frac{1+(R_0/R_c)^7}{2}\right]^{1/7}.
\end{equation}
For $R_0=0.5R_c$ the added term is $2^{-7}$, less than one percent of unity, and the ratio is 0.907. Growth up to half the critical radius thus leaves almost no trace. At $0.8R_c$ the early hazard matters, and the reduction is visibly smaller.

\subsection{Capture area set by the new flux}

If each flux starts on a fresh terrace, the island density $N_i$ changes as well. For irreversible nucleation, a mean-field estimate balances deposition against capture by islands, $F\sim DnN_i$, while new islands form at the rate $dN_i/dt\sim Dn^2$. Eliminating $n$ gives
\begin{equation}
N_i^2\frac{dN_i}{dt}\sim\frac{F^2}{D},
\qquad N_i^3\sim\frac{F(Ft)}{D}.
\end{equation}
At the same deposited coverage $Ft$, the density scales as $F^{1/3}$, with capture coefficients treated as constants. Mean field is used here for the large terrace between islands, not for the small island top. Since $A_c\sim1/N_i$,
\begin{equation}
R_c\propto\left(\frac{A_c}{F}\right)^{1/7}
\propto\left(F^{-4/3}\right)^{1/7}=F^{-4/21}.
\end{equation}
Doubling the flux then lowers $R_c$ by 12.4 percent at leading order. An experiment that allows the island density to respond does not measure the exponent $1/7$.

\subsection{Weak barrier}

When descent is too easy, a pair often loses an atom before it meets. On the lattice disc of radius 12.5, raising the descent rate per bond to one tenth of the terrace hop rate makes 72 percent of the pairs miss each other, against 0.37 percent for the given barrier. Both the rate (\ref{eq:rate}) and the flux exponent derived from it then lose their basis. The percentage itself need not move far: if the rate still goes as $F^2R^p$, the same integration gives $R_c\propto F^{-1/(p+2)}$, and any $p$ between 4 and 6 gives a drop between 10.9 and 8.3 percent.

\section{Reading the result}

The seventh root makes $R_c$ insensitive to flux, but the same root makes an inferred edge velocity sensitive to errors in the radius. Solving (\ref{eq:rc}) for $\kappa$ gives
\begin{equation}
\kappa=\frac{\pi^3FR_c^7}{7A_c},
\qquad
\frac{\delta\kappa}{\kappa}\simeq7\frac{\delta R_c}{R_c}
\end{equation}
for small errors at fixed $F$ and $A_c$. A one percent error in the radius becomes about seven percent in $\kappa$. Conversely, overlooking a doubling of the flux makes the predicted radius too large by only about ten percent of the correct one, as long as the barrier is strong but finite, adatoms on top are rare, and the capture area stays fixed.

\section*{Numbers as computed}
\begin{verbatim}
flux F: 0.010 ML/s
capture area A_c: 1000 sites
diffusion coefficient D: 1.0e+07 sites/s
edge velocity kappa: 1.0e+03 lattice constants/s
temperature: 400 K
descent/terrace hop rate ratio: 7.854e-05
extra step-edge barrier, equal prefactors: 0.326 eV
coalescence radius: 17.84 lattice constants
R_c formula, flux F: 11.234 lattice constants
R_c formula, flux 2F: 10.175 lattice constants
R_c integrated, flux F: 11.284 lattice constants
R_c integrated, flux 2F: 10.242 lattice constants
ideal ratio 2^(-1/7): 0.9057
ideal drop: 9.43 percent
integrated drop: 9.23 percent
integrated drop of median radius: 9.26 percent
median radius, flux F: 10.701 lattice constants
first-layer coverage at R_c, flux F: 0.396
time to reach R_c, flux F: 39.6 s
time to reach R_c, flux 2F: 16.3 s
arrival rate on top at R_c, flux F: 3.965 1/s
residence time at R_c, flux F: 5.617 ms
diffusive part R^2/(8D): 0.00158 ms
mean adatom number at R_c, flux F: 0.0223
mean adatom number at R_c, flux 2F: 0.0331
dimer rate at R_c, flux F: 0.0883 1/s
kappa R ln(R)/D at R_c: 0.00272
lattice disc radii: 8.5 and 12.5 lattice constants
lattice/formula dimer rate, larger disc: 0.9852
lattice power of R in dimer rate: 5.035
missed encounters, larger disc: 0.373 percent
weak-barrier descent/terrace hop ratio: 0.10
missed encounters, weak barrier: 72.3 percent
mean-field rate excess D/(2 pi kappa R_c): 142
mean-field drop, exponent 1/6: 10.91 percent
large-island test area: 100000 sites
large-island test kappa: 1.0e+06 lattice constants/s
large-island integrated drop: 9.40 percent
infinite barrier R_c, flux F: 4.567 lattice constants
infinite barrier R_c, flux 2F: 4.567 lattice constants
drop, flux doubled at 0.5 R_c: 9.13 percent
drop, flux doubled at 0.8 R_c: 6.72 percent
ideal drop, A_c as F^(-1/3): 12.37 percent
integrated drop, A_c as F^(-1/3): 12.24 percent
\end{verbatim}
